# Lifetime of an Interconnect Dielectric under a Periodically Varying Field

## The question

A dielectric separates two long parallel metal lines held at a constant voltage difference $V$. The electric field varies slowly with the position $x$ along the lines. Assume the following.

- A uniform piece of reference length $L_r$ at field $E$ survives to time $t$ with Weibull probability $\exp\{-[t/\eta_r(E)]^\beta\}$. The shape $\beta$ does not depend on the field.
- The characteristic life, at which 63.2 % have failed, follows the E-model: $\eta_r(E)=t_r\,e^{-\gamma(E-E_r)}$, with $\gamma>0$.
- Disjoint pieces fail independently, even when they are much shorter than the scale on which the field varies. The first failure ends the life of the line.

**Data.** $L_r=0.1$ mm, line length $L=1$ mm, $\gamma=4$ cm/MV, $\beta=1.5$, $E_r=4$ MV/cm and $t_r=10$ h. The mean spacing is $s_0=20$ nm. Stress is at 8 V and use at 1 V, so $V/s_0$ is 4 and 0.5 MV/cm. Temperature is held fixed unless stated otherwise.

## (a) Survival of a line in a non-uniform field

**Find the survival probability for a given $E(x)$, and the characteristic life $\eta_{\rm flat}$ of a line at uniform field $E_m$.**

**Answer.** Cut a uniform reference piece into $n$ equal parts. It survives only if all parts survive, so independence gives $S_r=S_{\rm part}^{\,n}$, or $S_{\rm part}=S_r^{1/n}$. A short piece of length $\Delta x$ therefore survives with probability

$$S_{\Delta x}=\exp\left\{-\frac{\Delta x}{L_r}\left[\frac{t}{\eta_r(E)}\right]^\beta\right\}.$$

The survival of the line is the product over its pieces. The exponents add, and for short pieces their sum becomes an integral:

$$S(t)=e^{-H(t)},\qquad H(t)=\int_0^L\frac{dx}{L_r}\left(\frac{t}{t_r}\right)^\beta e^{\beta\gamma[E(x)-E_r]}.$$

The factor $\beta$ in the last exponent arises because the life is raised to the power $\beta$. The characteristic life is the time at which $H=1$. For uniform $E_m$,

$$\frac{L}{L_r}\left(\frac{\eta_{\rm flat}}{t_r}\right)^\beta e^{\beta\gamma(E_m-E_r)}=1
\;\Rightarrow\;
\eta_{\rm flat}=t_r\left(\frac{L}{L_r}\right)^{-1/\beta}e^{-\gamma(E_m-E_r)}.$$

At stress the exponential is 1 and the length factor is $10^{-1/1.5}=0.2154$, so $\eta_{\rm flat}=2.154$ h.

## (b) A sinusoidal field

**Let $E(x)=E_m+d\cos(2\pi x/\lambda)$ with $d>0$, and let $L$ hold a whole number of wavelengths. Find the characteristic life and the shape. Evaluate the life at stress for $d=0.3$ MV/cm.**

**Answer.** Put $\theta=2\pi x/\lambda$ and $z=\beta\gamma d$. Taking out the uniform-line hazard leaves an average over one period:

$$H(t)=\left(\frac{t}{\eta_{\rm flat}}\right)^\beta\left\langle e^{z\cos\theta}\right\rangle,\qquad
\left\langle e^{z\cos\theta}\right\rangle=\sum_{n=0}^\infty\frac{z^n}{n!}\langle\cos^n\theta\rangle.$$

Odd powers average to zero, since $\theta\to\theta+\pi$ reverses their sign. For even powers write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$. In the binomial expansion only the middle term has no oscillation, so

$$\langle\cos^{2m}\theta\rangle=\frac{1}{4^m}\frac{(2m)!}{(m!)^2}.$$

The factor $(2m)!$ cancels, and the series is that of the modified Bessel function of order zero:

$$\left\langle e^{z\cos\theta}\right\rangle=\sum_{m=0}^\infty\frac{(z/2)^{2m}}{(m!)^2}=I_0(z).$$

Setting $H(\eta)=1$ gives

$$\boxed{\;\eta=\eta_{\rm flat}\,[I_0(\beta\gamma d)]^{-1/\beta}\;}$$

Every term of the series after the leading 1 is positive, so $I_0>1$ and the life is reduced. High-field regions add more hazard than low-field regions remove. Since $H=(t/\eta)^\beta$, the line is still Weibull with shape $\beta$. The time to a failed fraction $F$ is $\eta[-\ln(1-F)]^{1/\beta}$, so all quantiles shrink by the same factor. Within the assumptions, no smallness of $d$ was used.

At stress, $z=1.5\times4\times0.3=1.8$ and $I_0(z)=1.9896$. The reduction factor is $1.9896^{-1/1.5}=0.632$, and $\eta=0.632\times2.154=1.36$ h.

The first-failure argument was tested by random sampling of 60,000 lines, each with 64 independent segments spanning two wavelengths, at the same $\beta$ and $z$. The sampled characteristic life was 1.005 times the formula and the shape was 1.503. The sampling error is about 0.4 % for each.

## (c) Limits and an incomplete wavelength

**Find the reduction factor for small and large $z$, and bound it for any $z$. How much can an incomplete last wavelength matter?**

**Answer.** For small $z$, $I_0\simeq1+z^2/4$ and $\ln I_0\simeq z^2/4$. Hence

$$\ln\frac{\eta}{\eta_{\rm flat}}\simeq-\frac{z^2}{4\beta}=-\frac{\beta\gamma^2d^2}{4}.$$

The term linear in $d$ is absent because crests and troughs cancel at that order. In the example this estimate gives 0.583 instead of 0.632. A field variation of 7.5 % is small, but $z=1.8$ is not.

For large $z$ the crests dominate. There $\cos\theta\simeq1-\theta^2/2$, and a Gaussian integral gives

$$I_0(z)\simeq\frac{e^z}{2\pi}\int_{-\infty}^{\infty}e^{-z\theta^2/2}d\theta=\frac{e^z}{\sqrt{2\pi z}},\qquad
\frac{\eta}{\eta_{\rm flat}}\simeq e^{-\gamma d}(2\pi z)^{1/(2\beta)}.$$

The line then behaves like a shorter one, of length $L/\sqrt{2\pi z}$, held at the crest field.

Since $\cos\theta\le1$, also $I_0(z)<e^z$ for $z>0$. The reduction factor therefore lies between $e^{-\gamma d}$ and 1. Here the lower bound is 0.301.

If $P=L/\lambda$ is not an integer, the complete wavelengths still average to $I_0$, and the deviation comes from the remainder. Its excess is largest when it covers just the region where $e^{z\cos\theta}>I_0$. The relative change of hazard is thus at most $X/P$, with

$$X=\frac{\langle\max(e^{z\cos\theta}-I_0,\,0)\rangle}{I_0}.$$

The same bound holds for a deficit, because the positive and negative parts cancel over a full period. For $\lambda=400$ nm the line holds 2500 wavelengths. With $X=0.440$, a line of nearly this length that ends in a partial wavelength has a life at most about 0.012 % below the formula's value for the same length.

## (d) A sinusoidal spacing

**Now let the spacing be $s=s_0-a\cos\theta$ with $a=1.5$ nm, at fixed voltage, and take the local field as $V/s$. Compare with a flat line at $E_0=V/s_0$. Is a small $\varepsilon=a/s_0$ enough to justify the law of part (b) with $E_m=E_0$ and $d=\varepsilon E_0$?**

**Answer.** The field is not sinusoidal:

$$E=\frac{E_0}{1-\varepsilon\cos\theta}=E_0(1+\varepsilon\cos\theta+\varepsilon^2\cos^2\theta+\dots).$$

Let $g=\beta\gamma E_0$. For small $g\varepsilon$, expand the hazard average to order $\varepsilon^2$, using $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/2$:

$$\left\langle e^{g(E/E_0-1)}\right\rangle\simeq1+\left(g+\frac{g^2}{2}\right)\varepsilon^2\langle\cos^2\theta\rangle
=1+\frac{g^2\varepsilon^2}{4}+\frac{g\varepsilon^2}{2}.$$

The first correction is the small-$z$ Bessel term, with $z=g\varepsilon$. The second exists because the mean field is $E_0(1+\varepsilon^2/2)$ to this order. Their ratio, $2/g$, does not vanish as $\varepsilon\to0$. Small $\varepsilon$ is therefore not enough. To give the loss of life correctly when $g\varepsilon$ is small, the law also needs either $g\gg2$ or a flat line at the true mean field for comparison. When $g\varepsilon$ is not small, an accurate reduction factor requires small $g\varepsilon^2$.

When $z=g\varepsilon$ is of order 1 and $g\varepsilon^2$ is small, write $\cos^2\theta=(1+\cos2\theta)/2$. The constant part, which is the raised mean, adds $g\varepsilon^2/2$ to the logarithm of the hazard. The second harmonic adds about $g\varepsilon^2/2$ times the average of $\cos2\theta$ under the weight $e^{z\cos\theta}$. With $\cos2\theta=1-2\sin^2\theta$ and an integration by parts, that average is $1-2I_1(z)/[zI_0(z)]$, where $I_1(z)=\langle\cos\theta\,e^{z\cos\theta}\rangle$. It is 0.26 at stress but tends to 1 for large $z$. For moderate $z$, a simple estimate therefore keeps the raised mean and drops the second harmonic and higher powers of $\varepsilon$:

$$\frac{\eta}{\eta_{\rm flat}(E_0)}\simeq e^{-\gamma E_0\varepsilon^2/2}\,[I_0(g\varepsilon)]^{-1/\beta}.$$

With $\varepsilon=0.075$, the results are:

| | $g$ | $2/g$ | law of (b) | full $V/s$ field |
|---|---|---|---|---|
| Stress | 24 | 0.083 | 0.632 | 0.595 |
| Use | 3 | 0.667 | 0.9916 | 0.9859 |

At use the loss of life is 1.41 % instead of 0.84 %, a ratio close to $1+2/g=1.67$. At stress the corrected formula gives 0.604, which is 1.7 % above the full result.

## (e) Extrapolation from stress to use

**Return to the sinusoidal field, with $E_m=E_0$ and $d=\varepsilon E_0$. Find the apparent acceleration coefficient at fixed $\varepsilon$. Does a straight line drawn from stress over- or underestimate the life at use?**

**Answer.** Changing the voltage changes $z=\beta\gamma\varepsilon E_0$ as well as the mean field. From

$$\ln\eta=\text{const}-\gamma E_0-\frac1\beta\ln I_0(\beta\gamma\varepsilon E_0)$$

and $I_0'=I_1$,

$$\gamma_{\rm app}=-\frac{d\ln\eta}{dE_0}=\gamma\left[1+\varepsilon\frac{I_1(z)}{I_0(z)}\right].$$

At stress this is $4[1+0.075\times1.3172/1.9896]=4.20$ cm/MV.

The second derivative of $\ln I_0$ is the variance of $\cos\theta$ under the weight $e^{z\cos\theta}$, which is positive. Thus $\ln\eta$ is concave in $E_0$, its tangent lies above it, and extrapolation overestimates the life. The tangent predicts $1.362\,{\rm h}\times e^{4.1986\times3.5}$, or about 375 years. The model itself gives $2.57\times10^6$ h, or 293 years. The overestimate is a factor of 1.28.

## (f) Validity for a real interconnect

**For one flat and one wavy electrode, find when the local field $V/s$ is justified. Then judge the example against a real dielectric.**

**Answer.** Let the flat electrode be $y=0$ at zero potential, and the other $y=s_0-a\cos kx$ at potential $V$, with $k=2\pi/\lambda$. To first order in $a$, a solution of Laplace's equation is

$$\phi=E_0y+C\sinh(ky)\cos kx.$$

At the wavy electrode, $V=E_0s_0-E_0a\cos kx+C\sinh(ks_0)\cos kx$. Since $V=E_0s_0$, this requires $C=E_0a/\sinh(ks_0)$. The field magnitude there is, to this order,

$$\partial_y\phi=E_0[1+ak\coth(ks_0)\cos kx].$$

Its relative amplitude is $ks_0\coth(ks_0)$ times the local value $a/s_0$. This multiplier tends to 1 for $ks_0\ll1$, that is, for $\lambda\gg2\pi s_0\approx126$ nm. It is 1.03 at $\lambda=400$ nm and 2.55 at 50 nm. If the field at the wavy electrode controls breakdown, the stress factor at 400 nm falls from 0.595 to 0.579.

The data are round values in the rough regime of a porous low-permittivity dielectric between closely spaced copper lines. The 400 nm wavelength suits a gentle wiggle of a line; edge roughness also contains wavelengths of tens of nanometres. For a 50 nm wave of the same amplitude, $z\approx1.8\times2.55=4.6$, and the large-$z$ formula gives a factor near 0.14 if the wavy electrode controls failure. This is a first-order estimate; the full solution of Laplace's equation gives 0.13. At so short a wavelength the field also varies across the gap. At the flat electrode its relative amplitude is $ks_0/\sinh(ks_0)$ times $a/s_0$ to first order, and the full field there would give a factor of 0.81. A single local field $E(x)$ is then no longer defined, and the result depends on where breakdown starts. Misalignment also matters: narrowing the whole gap by 1 nm at 8 V multiplies the flat-line life by 0.43, a stronger effect than the 400 nm waviness of the example. If $\gamma\propto1/T$, cooling from 125 to 105 °C raises $\gamma$ to 4.21 cm/MV and changes the stress factor from 0.632 to 0.606.

The largest uncertainty examined is the acceleration law. Take instead $\ln\eta_r=\text{const}-2\gamma\sqrt{E_sE}$, with $E_s=4$ MV/cm, matched to the E-model in value and slope at $E_s$. The stress factor hardly moves, to 0.641. The gain in flat-line life from stress to use, however, rises from $1.2\times10^6$ to $9.6\times10^8$, a factor of about 800. The reduction at stress is thus insensitive to this choice of law, whereas the 293 years at use depend on the E-model holding far below the stress field. Nor is this figure a product lifetime: it is the time at which 63.2 % of single 1 mm lines have failed. For a failed fraction of 0.1 %, the Weibull law multiplies it by $[-\ln(0.999)]^{1/\beta}\approx0.010$, which leaves about 2.9 years, and a greater total line length shortens it further. The numerical output gives the values in more detail.

## Table of computed values

```
spacing s0 = 20.0 nm; wave amplitude a = 1.5 nm
wavelength = 400 nm; eps = a/s0 = 0.0750
line length = 1.0 mm; reference length = 0.1 mm
gamma = 4.00 cm/MV; beta = 1.50
stress: 8.0 V, E0 = 4.000 MV/cm
use: 1.0 V, E0 = 0.500 MV/cm
reference piece life at stress = 10.00 h
field amplitude d at stress = 0.3000 MV/cm
z at stress = 1.8000; I0(z) = 1.98956; I1(z) = 1.31717
length factor = 0.2154
flat line life at stress = 2.1544 h
life reduction factor at stress = 0.6322
small-z estimate of this factor = 0.5827
worst-spot lower bound = 0.3012
wavy-field line life at stress = 1.3620 h
sampling: eta/law = 1.0050, shape = 1.503
z at use = 0.2250
life reduction factor at use = 0.99162
flat line life at use = 295.8 years
wavy-field line life at use = 2.5692e+06 h
wavy-field line life at use = 293.3 years
apparent gamma at stress = 4.1986 cm/MV
tangent-extrapolated use life = 374.7 years
tangent overestimate = 1.2775 times
true mean field of wavy spacing = 4.0113 MV/cm
g = beta*gamma*E0: stress 24.00, use 3.00
2/g: stress 0.0833, use 0.6667
factor, full wavy spacing, stress = 0.5945
factor, combined formula, stress = 0.6043
factor, full wavy spacing, use = 0.98592
amplitude crowding at 400 nm wave = 1.0327
amplitude crowding at 50 nm wave = 2.5465
factor with wavy-electrode surface field = 0.5791
wavelengths in line = 2500; X = 0.4402
life change, partial wavelength = -0.01174 percent
life factor of 1.0 nm overlay shift = 0.4308
gamma at 378.15 K if scaled from 398.15 K = 4.2116 cm/MV
reduction factor with that gamma = 0.6058
reduction factor at stress, root-E law = 0.6409
flat life gain stress to use, E-model = 1.2026e+06
flat life gain stress to use, root-E law = 9.6370e+08
root-E gain over E-model gain = 801.3
```
